# How fast correlation-consistent basis sets converge, and what a digit costs: a program that tests the result

```python
# Result under test: cc-pVXZ for B..Ne has N=(X+1)(X+3/2)(X+2)/3 functions;
# the correlation error tends to const/N, so at cost N^4 a digit tends to 10^4.
# Best constant (semiclassical): 4*(n_el/2)^2/(9 pi^2) hartree, n_el = number
# of correlated electrons. Partial waves of a 1s^2 pair: -C/(l+1/2)^4,
# C = 6 pi^2 * integral r^5 g(r) dr, g = squared pair function at contact.
# Model atom: nuclear charge scaled to 1, second order in 1/r12, doubles only.
# Shell pattern: n-l radial functions for each l, hence N = 1 + 4 + ... + n^2.
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.interpolate import BSpline
from scipy.linalg import eigh, solve
from scipy.optimize import minimize_scalar
from scipy.special import zeta
from pyscf import gto, scf, mp

EV = physical_constants["Hartree energy in eV"][0]


def count(X):
    return (X + 1) * (X + 1.5) * (X + 2) / 3


# --- function counts from the stored basis sets
names = {2: "cc-pvdz", 3: "cc-pvtz", 4: "cc-pvqz", 5: "cc-pv5z"}
for X, name in names.items():
    for charge, atom in enumerate(["B", "C", "N", "O", "F", "Ne"], start=5):
        mol = gto.M(atom=atom, basis=name, spin=charge % 2, verbose=0)
        assert mol.nao_nr() == round(count(X))
    print(f"X={X}: functions per atom = {mol.nao_nr()}")

# --- Fourier transform of r12, with weak damping exp(-a r)
a, k = 0.1, 3.0
grid = np.linspace(0, 400, 400001)
values = grid**2 * np.exp(-a * grid) * np.sin(k * grid)
transform = 4 * np.pi / k * np.sum(values) * (grid[1] - grid[0])
# damping changes the value by a relative amount of order 6 a^2/k^2
assert abs(transform / (-8 * np.pi / k**4) - 1) < 0.01

# --- radial B-spline basis for the model atom
R, intervals, degree = 12.0, 200, 7
breaks = R * np.linspace(0, 1, intervals + 1)**1.5
knots = np.r_[[0.0] * degree, breaks, [R] * degree]
nb = len(knots) - degree - 1
x, w = np.polynomial.legendre.leggauss(10)
half = np.diff(breaks) / 2
mid = (breaks[1:] + breaks[:-1]) / 2
r = (mid[:, None] + half[:, None] * x).ravel()
wt = (half[:, None] * w).ravel()
spline = BSpline(knots, np.eye(nb), degree)
B = spline(r)[:, 1:]
D = spline.derivative()(r)[:, 1:]
overlap = B.T @ (wt[:, None] * B)
kinetic = D.T @ (wt[:, None] * D)
inv1 = B.T @ ((wt / r)[:, None] * B)
inv2 = B.T @ ((wt / r**2)[:, None] * B)
# radial 1s function divided by r is 2 exp(-r)
source = B.T @ ((wt * 2 * np.exp(-r))[:, None] * B[:, :-1])


def pair_energy(eps, W, l):
    gap = eps[:, None] + eps[None, :] + 1.0
    return -np.sum(W**2 / gap) / (2 * l + 1)


n_top, l_top = 22, 26
full = np.zeros(l_top + 1)
truncated = np.zeros(n_top + 1)
for l in range(l_top + 1):
    h = 0.5 * kinetic + 0.5 * l * (l + 1) * inv2 - inv1
    eps, vec = eigh(h[:-1, :-1], overlap[:-1, :-1])
    if l == 0:
        assert abs(eps[0] + 0.5) < 1e-6
        eps, vec = eps[1:], vec[:, 1:]
    # Slater integrals from the radial Poisson equation, open boundary at R
    poisson = kinetic + l * (l + 1) * inv2
    poisson[-1, -1] += l / R
    G = source @ vec
    W = (2 * l + 1) * G.T @ solve(poisson, G)
    W = (W + W.T) / 2
    full[l] = pair_energy(eps, W, l)
    occ, natural = eigh(-W / (eps[:, None] + eps[None, :] + 1.0))
    natural = natural[:, np.argsort(-np.abs(occ))]
    for n in range(2, n_top + 1):
        keep = n - max(l, 1)      # the 1s orbital itself fills one s place
        if keep > 0:
            U = natural[:, :keep]
            e, v = eigh(U.T @ (eps[:, None] * U))
            U = U @ v
            truncated[n] += pair_energy(e, U.T @ W @ U, l)

# --- partial-wave law
C = 6 * np.pi**2 * quad(lambda s: s**5 * np.exp(-4 * s) / np.pi**2,
                        0, np.inf)[0]
assert abs(C - 45 / 256) < 1e-8
print(f"partial-wave coefficient C = {C * EV:.4f} eV")
for l in (2, 5, 10, 20):
    ratio = -full[l] * (l + 0.5)**4 / C
    print(f"l={l}: computed/leading-law increment = {ratio:.4f}")
assert abs(ratio - 1) < 0.01

# --- error of the shell pattern against the number of functions
limit = full.sum() - C * zeta(4, l_top + 1.5)
print(f"model pair energy, limit = {limit * EV:.4f} eV")
shells = np.arange(n_top + 1)
N = np.array([sum(m * m for m in range(1, n + 1)) for n in shells], float)
error = truncated - limit
assert np.all(error[2:] > 0) and np.all(np.diff(error[2:]) < 0)
for n in (3, 4, 5, 6, 10, 16, 22):
    print(f"n={n} N={N[n]:.0f}: error {error[n] * EV:.6f} eV,"
          f" N*error {N[n] * error[n] * EV:.4f} eV")


def exponent(n1, n2):
    return -np.log(error[n2] / error[n1]) / np.log(N[n2] / N[n1])


print(f"exponent of 1/N, n=4 to 6: {exponent(4, 6):.3f}")
print(f"exponent of 1/N, n=18 to 22: {exponent(18, 22):.3f}")
assert abs(exponent(18, 22) - 1) < 0.01
assert abs(exponent(18, 22) - 1) < abs(exponent(4, 6) - 1)

# limiting N*error from the growth of error^(-1/3) with n (shift drops out)
growth = (error[22]**(-1 / 3) - error[12]**(-1 / 3)) / 10
constant = growth**-3 / 3

# energy gained by shell m, times m^4, should settle at 9 * constant
for m in (4, 6, 10, 22):
    gain = (error[m - 1] - error[m]) * m**4
    print(f"shell m={m}: gain*m^4 = {gain * EV:.3f} eV")
assert abs(gain / (9 * constant) - 1) < 0.02

best = 4 / (9 * np.pi**2)
print(f"limiting N*error, model = {constant * EV:.4f} eV")
print(f"best N*error, estimate = {best * EV:.4f} eV")
print(f"model/best = {constant / best:.3f}")
# semiclassical estimate; the shell pattern is near the optimum, not at it
assert 0.95 < constant / best < 1.25


def volume_integral(decay):
    return quad(lambda s: 4 * np.pi * s**2 * np.exp(-decay * s), 0, np.inf)[0]


def excess(b):
    # cutoff K ~ exp(-b r) for the 1s^2 pair, relative to the best cutoff
    return (volume_integral(4 - 3 * b) * volume_integral(3 * b)
            / volume_integral(2)**2)


# b = 2/3 orders by energy, b = 1/2 by natural-orbital amplitude
assert abs(excess(2 / 3) - 1) < 1e-7
print(f"amplitude ordering/best, estimate = {excess(0.5):.3f}")
# the cutoff picture ignores the sharp shell boundaries in each l
assert abs(constant / (best * excess(0.5)) - 1) < 0.03

# ideal cutoff K = K0 exp(-2r/3), with N = n^3/3 functions
K0 = (2 * np.pi)**(1 / 3)
peak = minimize_scalar(lambda s: -s * np.exp(-2 * s / 3),
                       bounds=(0, 10), method="bounded")
s_count = K0 * quad(lambda s: np.exp(-2 * s / 3), 0, np.inf)[0] / np.pi
print(f"ideal highest (l+1/2)/n = {-K0 * peak.fun:.3f}")
print(f"ideal number of s functions/n = {s_count:.3f}")

# --- price of one more digit at cost N^4
prices = []
for n in (3, 5, 9):
    log_target = np.log(error[n] / 10)
    assert log_target > np.log(error[-1])
    logN = np.interp(-log_target, -np.log(error[2:]), np.log(N[2:]))
    prices.append(np.exp(4 * (logN - np.log(N[n]))))
    print(f"model digit from n={n}: N to {np.exp(logN):.0f},"
          f" cost x {prices[-1]:.0f}")
deviation = np.abs(np.array(prices) / 1e4 - 1)
assert np.all(np.diff(deviation) < 0) and deviation[-1] < 0.03
for X in (3, 5, 10, 1000):
    price = (count(X * 10**(1 / 3)) / count(X))**4
    print(f"digit if error ~ X^-3, from X={X}: cost x {price:.0f}")
assert abs(price / 1e4 - 1) < 0.02

# --- neon atom, frozen-core MP2
E = {}
for X, name in names.items():
    mol = gto.M(atom="Ne", basis=name, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-10
    mf.kernel()
    assert mf.converged
    E[X] = mp.MP2(mf, frozen=1).kernel()[0]
    print(f"Ne MP2 correlation, X={X}: {E[X] * EV:.4f} eV")
step = E[5] - E[4]
by_X = (E[4] - E[3]) * (4**-3 - 5**-3) / (3**-3 - 4**-3)
by_N = ((E[4] - E[3]) * (1 / count(4) - 1 / count(5))
        / (1 / count(3) - 1 / count(4)))
print(f"Ne step X=4 to 5, computed: {step * EV:.4f} eV")
print(f"Ne step predicted by X^-3: {by_X * EV:.4f} eV")
print(f"Ne step predicted by 1/N: {by_N * EV:.4f} eV")
# leading laws at small X: only rough agreement can be asked for
assert abs(by_X / step - 1) < 0.3 and abs(by_N / step - 1) < 0.3
limits = {
    "X^-3": (5**3 * E[5] - 4**3 * E[4]) / (5**3 - 4**3),
    "1/N": (count(5) * E[5] - count(4) * E[4]) / (count(5) - count(4)),
}
floor = best * 4**2 / count(5)
print(f"Ne X=5: best error for this N, estimate {floor * EV:.4f} eV")
for law, ne_limit in limits.items():
    left = E[5] - ne_limit
    print(f"Ne limit by {law}, X=4,5: {ne_limit * EV:.4f} eV,"
          f" error at X=5 {left * EV:.4f} eV")
    assert 1 < left / floor < 3
print(f"cost ratio X=5 to X=4 at N^4: {(count(5) / count(4))**4:.2f}")

print("no test failed")
```

Running it gives:

```
X=2: functions per atom = 14
X=3: functions per atom = 30
X=4: functions per atom = 55
X=5: functions per atom = 91
partial-wave coefficient C = 4.7833 eV
l=2: computed/leading-law increment = 0.8680
l=5: computed/leading-law increment = 0.9630
l=10: computed/leading-law increment = 0.9890
l=20: computed/leading-law increment = 0.9967
model pair energy, limit = -1.2698 eV
n=3 N=14: error 0.102635 eV, N*error 1.4369 eV
n=4 N=30: error 0.048420 eV, N*error 1.4526 eV
n=5 N=55: error 0.026546 eV, N*error 1.4600 eV
n=6 N=91: error 0.016089 eV, N*error 1.4641 eV
n=10 N=385: error 0.003817 eV, N*error 1.4697 eV
n=16 N=1496: error 0.000984 eV, N*error 1.4714 eV
n=22 N=3795: error 0.000388 eV, N*error 1.4716 eV
exponent of 1/N, n=4 to 6: 0.993
exponent of 1/N, n=18 to 22: 1.000
shell m=4: gain*m^4 = 13.879 eV
shell m=6: gain*m^4 = 13.553 eV
shell m=10: gain*m^4 = 13.369 eV
shell m=22: gain*m^4 = 13.279 eV
limiting N*error, model = 1.4716 eV
best N*error, estimate = 1.2254 eV
model/best = 1.201
amplitude ordering/best, estimate = 1.214
ideal highest (l+1/2)/n = 1.018
ideal number of s functions/n = 0.881
model digit from n=3: N to 143, cost x 10851
model digit from n=5: N to 554, cost x 10286
model digit from n=9: N to 2855, cost x 10072
digit if error ~ X^-3, from X=3: cost x 976
digit if error ~ X^-3, from X=5: cost x 2087
digit if error ~ X^-3, from X=10: cost x 4216
digit if error ~ X^-3, from X=1000: cost x 9904
Ne MP2 correlation, X=2: -5.0483 eV
Ne MP2 correlation, X=3: -7.1926 eV
Ne MP2 correlation, X=4: -7.9885 eV
Ne MP2 correlation, X=5: -8.3312 eV
Ne step X=4 to 5, computed: -0.3427 eV
Ne step predicted by X^-3: -0.2834 eV
Ne step predicted by 1/N: -0.3778 eV
Ne X=5: best error for this N, estimate 0.2155 eV
Ne limit by X^-3, X=4,5: -8.6908 eV, error at X=5 0.3595 eV
Ne limit by 1/N, X=4,5: -8.8548 eV, error at X=5 0.5236 eV
cost ratio X=5 to X=4 at N^4: 7.49
no test failed
```
